# From dephased lattice fermions to exclusion statistics and Fano factor one third: a numerical check

```python
# Result under test: free fermions on a chain with strong on-site dephasing follow
# the symmetric exclusion process (SSEP), with counting statistics
#   mu(lam) -> w/(L+1) * arcsinh(sqrt(exp(lam)-1))**2   for a long chain,
#   Fano factor = 1/3 + 1/(3(L+1))                      for L sites, exactly in SSEP.
# J: hopping, gamma: dephasing rate, w = 2 J^2/gamma: classical hop rate,
# L: number of sites, lam: counting field, reservoir rates equal w (hbar = e = 1).
# SSEP matrices are in units of w; columns are initial configurations.
import math
import numpy as np
import mpmath as mp
from scipy.linalg import lu_factor, lu_solve
from scipy.interpolate import barycentric_interpolate
from scipy import constants as const


def exclusion_generator(length, left, right, field=0.0):
    """SSEP generator with reservoir densities left, right; counts at the left."""
    size = 1 << length
    matrix = np.zeros((size, size))
    last_bit = 1 << (length - 1)
    for old in range(size):
        moves = []
        for j in range(length - 1):
            if ((old >> j) & 1) != ((old >> (j + 1)) & 1):
                moves.append((old ^ (3 << j), 1.0, 1.0))
        if old & 1:
            moves.append((old ^ 1, 1.0 - left, math.exp(-field)))
        else:
            moves.append((old ^ 1, left, math.exp(field)))
        moves.append((old ^ last_bit, 1.0 - right if old & last_bit else right, 1.0))
        for new, rate, weight in moves:
            matrix[new, old] += rate * weight
            matrix[old, old] -= rate
    return matrix


def liouvillian(length, hopping, gamma, contact):
    """Full Lindblad generator, injection superoperator and trace vector."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    annihilate = []
    for j in range(length):
        op = np.eye(1)
        for k in range(length):
            op = np.kron(op, sign if k < j else lower if k == j else np.eye(2))
        annihilate.append(op)
    unit = np.eye(2 ** length)
    ham = np.zeros_like(unit)
    for a, b in zip(annihilate[:-1], annihilate[1:]):
        ham -= hopping * (a.T @ b + b.T @ a)
    total = -1j * (np.kron(ham, unit) - np.kron(unit, ham.T))

    def dissipator(op):
        square = op.T @ op
        return np.kron(op, op) - 0.5 * (np.kron(square, unit) + np.kron(unit, square.T))

    for a in annihilate:
        total = total + gamma * dissipator(a.T @ a)
    total = total + contact * (dissipator(annihilate[0].T) + dissipator(annihilate[-1]))
    injection = contact * np.kron(annihilate[0].T, annihilate[0].T)
    return total, injection, unit.ravel()


def cumulants(generator, injection, trace, order):
    """Cumulant rates of the injected number by exact perturbation recursion."""
    bordered = generator.copy()
    bordered[0] = trace
    factors = lu_factor(bordered)
    source = np.zeros(len(trace), dtype=generator.dtype)
    source[0] = 1.0
    states, values = [lu_solve(factors, source)], [0.0]
    for n in range(1, order + 1):
        kicked = sum(injection @ states[n - k] / math.factorial(k) for k in range(1, n + 1))
        values.append(trace @ kicked)
        source = sum(values[k] * states[n - k] for k in range(1, n + 1)) - kicked
        source[0] = 0.0
        states.append(lu_solve(factors, source))
    return [float(np.real(values[n])) * math.factorial(n) for n in range(1, order + 1)]


def ssep_cumulants(length, order):
    base = exclusion_generator(length, 1.0, 0.0)
    injection = exclusion_generator(length, 1.0, 0.0, math.log(2.0)) - base
    return cumulants(base, injection, np.ones(len(base)), order)


def top(matrix):
    return float(np.max(np.linalg.eigvals(matrix).real))


def long_chain_limit(lengths, values):
    return float(barycentric_interpolate([1.0 / (n + 1) for n in lengths], values, 0.0))


def wire_law(field):
    return float(mp.re(mp.acosh(mp.exp(mp.mpf(field) / 2)) ** 2))


# --- Quantum chain against SSEP, all on four sites -----------------------------
sites = 4
classical = ssep_cumulants(sites, 2)
classical_fano = classical[1] / classical[0]
classical_top = top(exclusion_generator(sites, 1.0, 0.0, 1.0))
print("QUANTUM CHAIN, 4 sites, J = 1, contact rate w")
print(f"SSEP: Fano {classical_fano:.6f}, mu(1)/w {classical_top:.6f}")
fano_error, top_error = {}, {}
for gamma in (2.0, 10.0, 20.0, 40.0):
    w = 2.0 / gamma
    gen, inj, trace = liouvillian(sites, 1.0, gamma, w)
    mean, variance = cumulants(gen, inj, trace, 2)
    assert abs(mean / w - 1.0 / (sites + 1 + 2.0 / gamma ** 2)) < 1e-9
    tilted = top(gen + (math.e - 1.0) * inj) / w
    fano_error[gamma] = variance / mean - classical_fano
    top_error[gamma] = tilted - classical_top
    print(f"gamma/J {gamma:4.0f}: I/w {mean / w:.6f}, Fano {variance / mean:.6f}, "
          f"mu(1)/w {tilted:.6f}")
for error in (fano_error, top_error):
    assert abs(error[40.0]) < 3e-3
    assert 3.0 < error[20.0] / error[40.0] < 5.0   # error falls as (J/gamma)^2
print(f"Fano error ratio, gamma/J 20 to 40: {fano_error[20.0] / fano_error[40.0]:.3f}")
print(f"mu(1) error ratio, gamma/J 20 to 40: {top_error[20.0] / top_error[40.0]:.3f}")
gen, inj, trace = liouvillian(sites, 1.0, 0.0, 0.1)
mean, variance = cumulants(gen, inj, trace, 2)
clean_fano = variance / mean
assert abs(clean_fano - 0.5) < 0.02
print(f"No dephasing, contact rate 0.1 J: Fano {clean_fano:.6f}")

# --- SSEP correlations and exact Fano factor ----------------------------------
length = 6
bonds = length + 1
matrix = exclusion_generator(length, 1.0, 0.0)
matrix[0] = 1.0
state = np.linalg.solve(matrix, np.eye(2 ** length)[0])
occupied = np.array([[(c >> j) & 1 for c in range(2 ** length)] for j in range(length)])
density = occupied @ state
for i in range(1, length + 1):
    assert abs(density[i - 1] - (1 - i / bonds)) < 1e-10
    for j in range(i + 1, length + 1):
        joint = (occupied[i - 1] * occupied[j - 1]) @ state
        connected = joint - density[i - 1] * density[j - 1]
        assert abs(connected + i * (bonds - j) / (bonds ** 2 * (bonds - 1))) < 1e-10

lengths = list(range(1, 11))
table = {n: ssep_cumulants(n, 4) for n in lengths}
print("SSEP, full source and empty drain")
for n in lengths:
    fano = table[n][1] / table[n][0]
    assert abs(table[n][0] - 1.0 / (n + 1)) < 1e-10
    assert abs(fano - (1 / 3 + 1 / (3 * (n + 1)))) < 1e-9
    if n in (1, 2, 5, 10):
        print(f"L = {n:2d}: Fano from generator {fano:.6f}")

mp.mp.dps = 40
coefficients = mp.taylor(lambda x: mp.acosh(mp.exp(x / 2)) ** 2, 0, 4)
law = [float(mp.re(coefficients[k]) * mp.factorial(k)) for k in range(1, 5)]
for value, fraction in zip(law, (1.0, 1 / 3, 1 / 15, -1 / 105)):
    assert abs(value - fraction) < 1e-7
fit_lengths = list(range(3, 11))
for k, tolerance in ((2, 1e-6), (3, 5e-4), (4, 1e-3)):  # extrapolation truncation
    limit = long_chain_limit(fit_lengths, [table[n][k - 1] / table[n][0] for n in fit_lengths])
    assert abs(limit - law[k - 1]) < tolerance
    print(f"C{k}/C1: extrapolated {limit:.5f}, wire law {law[k - 1]:.5f}")

# --- Only one combination omega of densities and field matters ----------------
omega = 0.8
rho_a, rho_b = 0.7, 0.2
forward, backward = rho_a * (1 - rho_b), rho_b * (1 - rho_a)
middle = forward + backward + omega
root = (middle + math.sqrt(middle ** 2 - 4 * forward * backward)) / (2 * forward)
family = [(1.0, 0.0, math.log(1 + omega)), (rho_a, rho_b, math.log(root)),
          (0.5, 0.5, 2 * math.asinh(math.sqrt(omega)))]
matrices = [exclusion_generator(5, *case) for case in family]
tops = [top(m) for m in matrices]
dets = [np.linalg.slogdet(m - 0.37 * np.eye(32)) for m in matrices]
assert max(tops) - min(tops) < 1e-9
assert all(d[0] == dets[0][0] and abs(d[1] - dets[0][1]) < 1e-8 for d in dets)
print(f"omega = {omega}, L = 5: mu/w = " + ", ".join(f"{v:.8f}" for v in tops))

# --- Long-chain generating function, with its two bounds ----------------------
fit_lengths = list(range(3, 10))
for field in (1.0, -1.0):
    scaled = [(n + 1) * top(exclusion_generator(n, 1.0, 0.0, field)) for n in fit_lengths]
    limit = long_chain_limit(fit_lengths, scaled)
    assert abs(limit - wire_law(field)) < 3e-3        # extrapolation truncation
    print(f"lam {field:+.0f}: (L+1)mu/w extrapolated {limit:.5f}, law {wire_law(field):.5f}")
    if field > 0:
        exact_scaled = scaled
half_field = 2 * math.asinh(math.sqrt(math.e - 1.0))  # same omega as lam = 1
upper_values = []
for n, exact in zip(fit_lengths, exact_scaled):
    eta = half_field / (n + 1)
    exponent = np.array([sum((j + 1) * eta - half_field for j in range(n) if (c >> j) & 1)
                         for c in range(2 ** n)])
    spread = exclusion_generator(n, 0.5, 0.5, half_field)
    spread = spread * np.exp(exponent[:, None] - exponent[None, :])
    activity = -np.diag(spread)
    for axis in (0, 1):
        assert np.allclose(spread.sum(axis=axis), (math.cosh(eta) - 1) * activity, atol=1e-9)
    lower = (n + 1) ** 2 * math.sinh(eta / 2) ** 2
    upper = (n + 1) * float(np.linalg.eigvalsh((spread + spread.T) / 2)[-1])
    assert lower - 1e-9 <= exact <= upper + 1e-9
    upper_values.append(upper)
print(f"L = 9, lam = 1: lower {lower:.5f}, exact {exact:.5f}, upper {upper:.5f}")
upper_limit = long_chain_limit(fit_lengths, upper_values)
assert abs(upper_limit - half_field ** 2 / 4) < 1e-2  # extrapolation truncation
print(f"Upper bound extrapolated to long chain: {upper_limit:.5f}")

# --- Coherent diffusive wire: random scatterers with channel mixing -----------
rng = np.random.default_rng(7)
samples, channels, slices, reflection = 24, 40, 60, 0.1


def random_unitaries():
    shape = (samples, channels, channels)
    q, r = np.linalg.qr(rng.normal(size=shape) + 1j * rng.normal(size=shape))
    phases = np.diagonal(r, axis1=1, axis2=2)
    return q * (phases / np.abs(phases))[:, None, :]


unit = np.eye(channels)
trans = np.broadcast_to(unit, (samples, channels, channels)).astype(complex)
back = np.zeros_like(trans)
for _ in range(slices):
    mix = random_unitaries()
    mixed_back = mix @ back @ random_unitaries()
    multiple = np.linalg.inv(unit - math.sqrt(reflection) * mixed_back)
    trans = math.sqrt(1 - reflection) * multiple @ mix @ trans
    back = -math.sqrt(reflection) * unit + (1 - reflection) * mixed_back @ multiple
flux = trans @ trans.conj().transpose(0, 2, 1) + back @ back.conj().transpose(0, 2, 1)
assert np.allclose(flux, unit, atol=1e-8)
prob = np.linalg.svd(trans, compute_uv=False) ** 2
conductance = prob.sum() / samples
wire_fano = (prob * (1 - prob)).sum() / prob.sum()
wire_mu = np.log1p((math.e - 1) * prob).sum() / prob.sum()
path_ratio = slices * reflection / (1 - reflection)
expected_conductance = channels / (1 + path_ratio)
assert abs(conductance / expected_conductance - 1) < 0.05   # sampling noise
assert abs(wire_fano - 1 / 3) < 0.03                        # sampling noise
assert abs(wire_mu - wire_law(1.0)) < 0.02                  # sampling noise
print(f"COHERENT WIRE: {channels} channels, {slices} scatterers, {samples} samples")
print(f"Reflection per scatterer {reflection}, length s {path_ratio:.3f}")
print(f"Sum of T: {conductance:.3f}, expected K/(1+s) {expected_conductance:.3f}")
print(f"Fano {wire_fano:.4f}, generator at lam = 1 per mean {wire_mu:.4f}")

# --- Worked example ------------------------------------------------------------
hop_ev, gamma_ev, spacing, chain = 0.02, 0.4, 5.0, 99
w_ev = 2 * hop_ev ** 2 / gamma_ev
current_ev = w_ev / (chain + 1)
current = const.e * current_ev * const.e / const.hbar
fano = 1 / 3 + 1 / (3 * (chain + 1))
diffusion = w_ev * spacing ** 2
diffusion_cm = diffusion * const.e / const.hbar * 1e-16
slow_mode = 2 * w_ev * (1 - math.cos(math.pi / (chain + 1)))
shift = (2 * hop_ev ** 2 / gamma_ev ** 2) / (chain + 1)
print("EXAMPLE (model parameters)")
print(f"J {hop_ev} eV, gamma {gamma_ev} eV, spacing {spacing} angstrom, L {chain}")
print(f"gamma/J {gamma_ev / hop_ev:.1f}, hop rate w {w_ev:.5f} eV")
print(f"Chain length (L+1)a: {(chain + 1) * spacing:.0f} angstrom")
print(f"Diffusion constant {diffusion:.4f} eV angstrom^2 = {diffusion_cm:.3e} cm^2/s")
print(f"Current {current_ev:.3e} eV = {current * 1e9:.3f} nA")
print(f"Fano factor {fano:.5f}")
print(f"Zero-frequency noise 2eIF {2 * const.e * current * fano:.3e} A^2/Hz")
print(f"Slowest density mode {slow_mode:.3e} eV (noise frequency must lie below)")
print(f"Bias must far exceed: bandwidth {4 * hop_ev:.2f} eV, broadening {gamma_ev:.2f} eV")
print(f"Relative current shift from finite dephasing {shift:.2e}")
print("finished without a failed check")
```

Output:

```
QUANTUM CHAIN, 4 sites, J = 1, contact rate w
SSEP: Fano 0.400000, mu(1)/w 0.243796
gamma/J    2: I/w 0.181818, Fano 0.374197, mu(1)/w 0.218143
gamma/J   10: I/w 0.199203, Fano 0.398807, mu(1)/w 0.242645
gamma/J   20: I/w 0.199800, Fano 0.399700, mu(1)/w 0.243507
gamma/J   40: I/w 0.199950, Fano 0.399925, mu(1)/w 0.243724
Fano error ratio, gamma/J 20 to 40: 3.996
mu(1) error ratio, gamma/J 20 to 40: 3.996
No dephasing, contact rate 0.1 J: Fano 0.496269
SSEP, full source and empty drain
L =  1: Fano from generator 0.500000
L =  2: Fano from generator 0.444444
L =  5: Fano from generator 0.388889
L = 10: Fano from generator 0.363636
C2/C1: extrapolated 0.33333, wire law 0.33333
C3/C1: extrapolated 0.06667, wire law 0.06667
C4/C1: extrapolated -0.00952, wire law -0.00952
omega = 0.8, L = 5: mu/w = 0.10974916, 0.10974916, 0.10974916
lam +1: (L+1)mu/w extrapolated 1.17731, law 1.17731
lam -1: (L+1)mu/w extrapolated -0.84627, law -0.84476
L = 9, lam = 1: lower 1.18194, exact 1.19784, upper 1.19829
Upper bound extrapolated to long chain: 1.17731
COHERENT WIRE: 40 channels, 60 scatterers, 24 samples
Reflection per scatterer 0.1, length s 6.667
Sum of T: 5.218, expected K/(1+s) 5.217
Fano 0.3333, generator at lam = 1 per mean 1.1775
EXAMPLE (model parameters)
J 0.02 eV, gamma 0.4 eV, spacing 5.0 angstrom, L 99
gamma/J 20.0, hop rate w 0.00200 eV
Chain length (L+1)a: 500 angstrom
Diffusion constant 0.0500 eV angstrom^2 = 7.596e-03 cm^2/s
Current 2.000e-05 eV = 4.868 nA
Fano factor 0.33667
Zero-frequency noise 2eIF 5.252e-28 A^2/Hz
Slowest density mode 1.974e-06 eV (noise frequency must lie below)
Bias must far exceed: bandwidth 0.08 eV, broadening 0.40 eV
Relative current shift from finite dephasing 5.00e-05
finished without a failed check
```
